# The screening length of a dielectric slab for a mid-plane charge: test program

```python
"""
Screening length of a dielectric slab in vacuum, charge at its centre.

Result under test: with the in-plane Fourier transform of the potential
written as phi(q) = Q / (2 eps0 q eps_eff(q)), source and observer both in
the mid-plane, eps_eff = 1 + r0 q + O(q^2), r0 = d (eps^2 - 1) / (2 eps).

Symbols: d slab thickness, eps relative permittivity, q in-plane wavevector,
r in-plane distance, beta = (eps - 1)/(eps + 1) image-charge factor.
The reduced potential is G = 2 eps0 phi / Q, which is exp(-q|z|)/q in vacuum.
Lengths are in nm and energies in meV.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.special import j0, struve, y0

N_ELEMENTS = 600


def point_weight(fraction):
    """Unit weight at a node; fraction runs from 0 to 1 across the slab."""
    weight = np.zeros(N_ELEMENTS + 1)
    weight[int(round(fraction * N_ELEMENTS))] = 1.0
    return weight


def uniform_weight():
    """Unit weight spread evenly over the slab thickness."""
    weight = np.full(N_ELEMENTS + 1, 1.0 / N_ELEMENTS)
    weight[[0, -1]] *= 0.5
    return weight


def fem_eps_eff(q, d, eps_par, eps_perp, source, observer):
    """Solve -(eps_perp G')' + eps_par q^2 G = 2 source by linear elements.

    The vacuum outside enters through its decaying solution, G' = -/+ q G.
    """
    h = d / N_ELEMENTS
    diagonal = np.full(N_ELEMENTS + 1,
                       2 * eps_perp / h + 2 * eps_par * q**2 * h / 3)
    diagonal[[0, -1]] *= 0.5
    diagonal[[0, -1]] += q
    bands = np.zeros((2, N_ELEMENTS + 1))
    bands[0, 1:] = -eps_perp / h + eps_par * q**2 * h / 6
    bands[1] = diagonal
    reduced_potential = solveh_banded(bands, 2 * source)
    return 1.0 / (q * (observer @ reduced_potential))


def fem_length(d, eps_par, eps_perp, source, observer):
    """Slope of eps_eff at q = 0, extrapolated from two small wavevectors."""
    q = 0.005 / d
    slopes = [(fem_eps_eff(k, d, eps_par, eps_perp, source, observer) - 1) / k
              for k in (q, 2 * q)]
    return 2 * slopes[0] - slopes[1]


def eps_eff_formula(q, d, eps):
    t = np.tanh(q * d / 2)
    return (1 + eps * t) / (1 + t / eps)


def image_sum(r, d, eps):
    """Full slab potential in the mid-plane, in units of Q/(4 pi eps0)."""
    beta = (eps - 1) / (eps + 1)
    n = np.arange(1, 601)
    return (1 / r + 2 * np.sum(beta**n / np.sqrt(r**2 + (n * d)**2))) / eps


def rytova_keldysh(r, length):
    """Potential of the linear eps_eff, in units of Q/(4 pi eps0)."""
    x = r / length
    return np.pi / (2 * length) * (struve(0, x) - y0(x))


# Model parameters
d = 0.6
eps = 12.0
beta = (eps - 1) / (eps + 1)
r0 = d * (eps**2 - 1) / (2 * eps)
in_plane_part = d * (eps - 1) / 2
normal_part = d * (1 - 1 / eps) / 2
centre = point_weight(0.5)

# Closed form against the boundary-value problem, for weak and strong slabs
for test_eps in (2.0, eps):
    for qd in (0.01, 0.1, 0.5, 1.0, 3.0, 6.0):
        numeric = fem_eps_eff(qd / d, d, test_eps, test_eps, centre, centre)
        assert abs(numeric / eps_eff_formula(qd / d, d, test_eps) - 1) < 1e-4

# Expansion coefficients by symbolic differentiation of the image form
x_s, e_s = sp.symbols("x epsilon", positive=True)
b_s = (e_s - 1) / (e_s + 1)
form = e_s * (1 - b_s * sp.exp(-x_s)) / (1 + b_s * sp.exp(-x_s))
assert sp.simplify(form.subs(x_s, 0) - 1) == 0
first = sp.diff(form, x_s).subs(x_s, 0)
second = sp.diff(form, x_s, 2).subs(x_s, 0) / 2
assert sp.simplify(first - (e_s**2 - 1) / (2 * e_s)) == 0
assert sp.simplify(second + (e_s**2 - 1) / (4 * e_s**2)) == 0

# Screening length from the boundary-value problem
r0_fem = fem_length(d, eps, eps, centre, centre)
assert abs(r0_fem / r0 - 1) < 2e-4
weak = fem_length(d, 2.0, 2.0, centre, centre)
assert abs(weak / (d * 3.0 / 4.0) - 1) < 2e-4

# Separate in-plane and normal polarization, then a mixed uniaxial slab
only_in_plane = fem_length(d, eps, 1.0, centre, centre)
only_normal = fem_length(d, 1.0, eps, centre, centre)
assert abs(only_in_plane / in_plane_part - 1) < 2e-4
assert abs(only_normal / normal_part - 1) < 2e-4
mixed = fem_length(d, 15.0, 6.0, centre, centre)
assert abs(mixed / (d * (15.0 - 1 / 6.0) / 2) - 1) < 2e-4

# Dependence on the positions of source and observer
off_centre = fem_length(d, eps, eps, point_weight(0.2), point_weight(0.7))
assert abs(off_centre - r0 - 0.5 * d / eps) < 2e-4 * r0
same_off_plane = fem_length(d, eps, eps, point_weight(0.2), point_weight(0.2))
assert abs(same_off_plane / r0 - 1) < 2e-4
surface = fem_length(d, eps, eps, centre, point_weight(1.0))
assert abs(surface / (eps * d / 2) - 1) < 2e-4
averaged = fem_length(d, eps, eps, uniform_weight(), uniform_weight())
assert abs(averaged / (d * (eps / 2 - 1 / (6 * eps))) - 1) < 2e-4

# The linear form overestimates the screening of the boundary-value problem
for qd in np.geomspace(0.02, 8.0, 15):
    numeric = fem_eps_eff(qd / d, d, eps, eps, centre, centre)
    assert numeric < 1 + r0 * qd / d

# Image sum against the Fourier-Bessel integral of the full eps_eff
for r in (0.3, 1.0, 4.0):
    integral = quad(lambda q: j0(q * r)
                    * (1 / eps_eff_formula(q, d, eps) - 1 / eps),
                    0, 40 / d, limit=600, epsabs=1e-11)[0]
    assert abs((1 / (eps * r) + integral) / image_sum(r, d, eps) - 1) < 1e-6

# Rytova-Keldysh function against its defining oscillatory integral
for ratio in (0.5, 2.0):
    integral = mp.quadosc(lambda k: mp.besselj(0, k) / (ratio + k),
                          [0, mp.inf],
                          zeros=lambda n: mp.besseljzero(0, int(n)))
    assert abs(float(integral) / rytova_keldysh(ratio, 1.0) - 1) < 1e-6

# Inverse-cube tails at large distance
far = 2000 * d
tail_slab = far**3 * (1 / far - image_sum(far, d, eps))
tail_formula = (eps**2 - 1) * d**2 / 4
assert abs(tail_slab / tail_formula - 1) < 1e-3
assert abs(tail_formula - r0**2 - r0 * d / (2 * eps)) < 1e-12
# quadrature form of the same potential avoids cancellation of H0 and Y0
far_rk = 200 * r0
deficit = quad(lambda s: np.exp(-s) * (1 / far_rk
               - 1 / np.hypot(far_rk, r0 * s)), 0, 60, epsabs=1e-15)[0]
tail_rk = 2 * far_rk**3 * deficit / 2
assert abs(tail_rk / r0**2 - 1) < 2e-3

# Interaction energies of two like elementary charges
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9 * 1e3  # meV nm
distances = (0.1, 0.3, 0.6, 1.0, 2.0, r0, 10.0, 30.0)
energies = []
for r in distances:
    full = coulomb * image_sum(r, d, eps)
    linear = coulomb * rytova_keldysh(r, r0)
    in_plane_only = coulomb * rytova_keldysh(r, in_plane_part)
    energies.append((r, full, linear, in_plane_only))
    if r >= 2.0:
        assert abs(linear / full - 1) < 0.01
        assert abs(linear - full) < abs(in_plane_only - full)
# very close to the charge the slab acts as bulk, the linear form does not
close = 0.001 * d
assert abs(image_sum(close, d, eps) * eps * close - 1) < 0.01
assert rytova_keldysh(close, r0) < 0.1 * image_sum(close, d, eps)

print(f"slab thickness d = {d:.3f} nm")
print(f"relative permittivity eps = {eps:.1f}")
print(f"image factor beta = {beta:.5f}")
print(f"screening length r0, formula = {r0:.4f} nm = {10 * r0:.3f} angstrom")
print(f"screening length r0, boundary-value problem = {r0_fem:.4f} nm")
print(f"in-plane part d(eps-1)/2 = {in_plane_part:.4f} nm")
print(f"normal part d(1-1/eps)/2 = {normal_part:.4f} nm")
print(f"length, only in-plane polarization, numeric = {only_in_plane:.4f} nm")
print(f"length, only normal polarization, numeric = {only_normal:.4f} nm")
print(f"length, centre to surface, numeric = {surface:.4f} nm")
print(f"length, uniform average, numeric = {averaged:.4f} nm")
print(f"slab tail coefficient (eps^2-1)d^2/4 = {tail_formula:.4f} nm^2")
print(f"slab tail coefficient, image sum = {tail_slab:.4f} nm^2")
print(f"Rytova-Keldysh tail coefficient r0^2 = {r0**2:.4f} nm^2")
print(f"Coulomb constant e^2/(4 pi eps0) = {coulomb:.3f} meV nm")
print("qd | q (1/nm) | eps_eff full | 1 + r0 q | excess of linear (%)")
for qd in (0.01, 0.1, 0.3, 1.0, 3.0):
    q = qd / d
    full = eps_eff_formula(q, d, eps)
    linear = 1 + r0 * q
    print(f"{qd:.2f} | {q:.4f} | {full:.4f} | {linear:.4f} | "
          f"{100 * (linear / full - 1):.3f}")
print("Energies in meV: full slab, RK with r0, RK with in-plane part only")
print("r (nm) | full | RK r0 | RK in-plane | error of RK r0 (%)")
for r, full, linear, in_plane_only in energies:
    print(f"{r:.3f} | {full:.2f} | {linear:.2f} | {in_plane_only:.2f} | "
          f"{100 * (linear / full - 1):.2f}")
print("PASS")
```

Output:

```
slab thickness d = 0.600 nm
relative permittivity eps = 12.0
image factor beta = 0.84615
screening length r0, formula = 3.5750 nm = 35.750 angstrom
screening length r0, boundary-value problem = 3.5750 nm
in-plane part d(eps-1)/2 = 3.3000 nm
normal part d(1-1/eps)/2 = 0.2750 nm
length, only in-plane polarization, numeric = 3.3001 nm
length, only normal polarization, numeric = 0.2750 nm
length, centre to surface, numeric = 3.6000 nm
length, uniform average, numeric = 3.5917 nm
slab tail coefficient (eps^2-1)d^2/4 = 12.8700 nm^2
slab tail coefficient, image sum = 12.8690 nm^2
Rytova-Keldysh tail coefficient r0^2 = 12.7806 nm^2
Coulomb constant e^2/(4 pi eps0) = 1439.965 meV nm
qd | q (1/nm) | eps_eff full | 1 + r0 q | excess of linear (%)
0.01 | 0.0167 | 1.0596 | 1.0596 | 0.002
0.10 | 0.1667 | 1.5929 | 1.5958 | 0.186
0.30 | 0.5000 | 2.7525 | 2.7875 | 1.273
1.00 | 1.6667 | 6.3027 | 6.9583 | 10.403
3.00 | 5.0000 | 11.0298 | 18.8750 | 71.127
Energies in meV: full slab, RK with r0, RK with in-plane part only
r (nm) | full | RK r0 | RK in-plane | error of RK r0 (%)
0.100 | 1943.36 | 1498.18 | 1589.06 | -22.91
0.300 | 1106.82 | 1076.00 | 1133.38 | -2.78
0.600 | 827.32 | 824.77 | 863.36 | -0.31
1.000 | 653.18 | 652.81 | 679.47 | -0.06
2.000 | 445.94 | 446.11 | 460.07 | 0.04
3.575 | 303.77 | 303.95 | 310.80 | 0.06
10.000 | 132.91 | 132.95 | 134.13 | 0.03
30.000 | 47.38 | 47.38 | 47.47 | 0.01
PASS
```
